# One Channel for a Two-Lead Anderson Model in Equilibrium, part 2

A level with operators $d_\sigma$, spin $\sigma$, energy $\varepsilon_d$ and repulsion $U$ lies between leads $\alpha=L,R$. The question is when one combination of the lead states suffices to describe it. The lead electrons $c_{\alpha k\sigma}$ do not interact, and $k$ labels a pair of states, one in each lead. Tunnelling is

$$H_T=\sum_{\alpha k\sigma}\left(V_{\alpha k}\,c^\dagger_{\alpha k\sigma}d_\sigma+V^*_{\alpha k}\,d^\dagger_\sigma c_{\alpha k\sigma}\right).$$

For one pair, with $k$ and $\sigma$ suppressed, the even and odd operators are

$$e=\frac{V_L^*c_L+V_R^*c_R}{V},\quad o=\frac{-V_Rc_L+V_Lc_R}{V},\quad V^2=|V_L|^2+|V_R|^2,$$

with $V>0$, and inversely

$$c_L=\frac{V_Le-V_R^*o}{V},\qquad c_R=\frac{V_Re+V_L^*o}{V}.$$

Only $e$ tunnels to the level, with amplitude $V$. With $n_a=a^\dagger a$,

$$n_L+n_R=n_e+n_o .$$

If both states of each pair have the same energy $\varepsilon_k$, then $H=H_1+H_o$. Here $H_1$ is a one-channel Anderson Hamiltonian for $d$ and $e$, $H_o$ describes free odd electrons, and

$$d_\sigma(t)=e^{iHt/\hbar}d_\sigma e^{-iHt/\hbar}=e^{iH_1t/\hbar}d_\sigma e^{-iH_1t/\hbar}.$$

If the leads also share one temperature and one chemical potential, the density matrix separates too. All level averages then follow from $H_1$, as does the Green function

$$G(z)=-\frac{i}{\hbar}\int_0^\infty dt\,e^{izt/\hbar}\langle\{d_\sigma(t),d_\sigma^\dagger\}\rangle,\qquad \mathrm{Im}\,z>0 .$$

The partition function is $Z=\mathrm{Tr}\,e^{-\beta H}$, with $\beta=1/k_BT$ and energies measured from the common chemical potential.

The example of Part I has two states in each lead, with $\varepsilon_d=-0.70$, $U=2.00$ and $k_BT=0.10$ meV. The first pair has energy $-0.50$ meV and $|V_L|=0.30$, $|V_R|=0.40$ meV; the second has energy $0.40$ meV and $|V_L|=0.20$, $|V_R|=0.15$ meV. The right amplitudes carry phases $0.60$ and $-0.90$ rad.

### A mismatch of the lead energies

Let the two states of a pair have energies $\varepsilon_L$ and $\varepsilon_R$. Separate the mean and the difference:

$$\varepsilon_Ln_L+\varepsilon_Rn_R=\frac{\varepsilon_L+\varepsilon_R}{2}(n_L+n_R)+\frac{\varepsilon_L-\varepsilon_R}{2}(n_L-n_R).$$

The first term is harmless, since $n_L+n_R=n_e+n_o$. For the second, inserting the inverse transformation gives

$$n_L-n_R=\frac{(|V_L|^2-|V_R|^2)(n_e-n_o)-2(V_L^*V_R^*e^\dagger o+V_LV_Ro^\dagger e)}{V^2}.$$

The factor 2 appears because the mixed terms of $n_L$ and $n_R$ have opposite signs and are subtracted. It cancels the $1/2$ in front. The Hamiltonian now contains $m\,e^\dagger o+m^*o^\dagger e$, with

$$m=-(\varepsilon_L-\varepsilon_R)\frac{V_L^*V_R^*}{V^2}.$$

An electron can go from the level to $e$, and from there to $o$. The odd state is no longer a spectator.

In the example of Part I, raising the right state of the first pair by $0.10$ meV gives

$$|m|=0.10\times\frac{0.30\times0.40}{0.50^2}=0.048\ \text{meV}.$$

The same number is obtained from the many-body Hamiltonian, through its commutator with the odd number. That commutator vanishes to rounding error when the energies are paired.

The mixing disappears if $\varepsilon_L=\varepsilon_R$ or if one amplitude vanishes. Otherwise, in a finite discrete model, the two detuned states must both be kept, unless one of them has the same energy as another lead state and can be combined with that state instead.

### Other terms that mix even and odd

An interaction between electrons in the left lead, such as $n_{L\uparrow}n_{L\downarrow}$, contains products of $e^\dagger o$ and its conjugate, because $n_L$ does. It generally changes the odd number, and the separation is lost.

A second orbital on the dot can also spoil it. Let orbital $i=1,2$ have amplitudes $V_L^{(i)},V_R^{(i)}$, and define $o$ from the first orbital. Its overlap with the combination reached from the second is

$$\left\{o,\;V_L^{(2)}c_L^\dagger+V_R^{(2)}c_R^\dagger\right\}=\frac{V_L^{(1)}V_R^{(2)}-V_R^{(1)}V_L^{(2)}}{V^{(1)}} .$$

This vanishes if the two pairs of amplitudes are proportional. If they are not, the second orbital couples to $o$, and both lead combinations are needed. With several levels, the result therefore holds only if their pairs of amplitudes are proportional for each $k$.

### What a bias changes

Keep the lead energies paired, but let the leads have different occupations before they are connected to the level. Then $\langle n_\alpha\rangle=f_\alpha$, with

$$f_\alpha=\frac{1}{e^{(\varepsilon_k-\mu_\alpha)/k_BT}+1},$$

and $\langle c_L^\dagger c_R\rangle=0$. The Hamiltonian still separates. The initial state does not:

$$\langle e^\dagger o\rangle=\frac{\langle(V_Lc_L^\dagger+V_Rc_R^\dagger)(-V_Rc_L+V_Lc_R)\rangle}{V^2}=\frac{V_LV_R(f_R-f_L)}{V^2}.$$

The $LL$ term gives $-V_LV_Rf_L$, the $RR$ term $V_RV_Lf_R$, and the cross terms vanish. A temperature difference has the same effect whenever it makes $f_L\ne f_R$ at the energy considered.

For the second pair of the example, with $\mu_L=0.20$ and $\mu_R=-0.20$ meV, the occupations are $f_L=0.11920$ and $f_R=0.00247$. Thus

$$|\langle e^\dagger o\rangle|=\frac{0.20\times0.15}{0.25^2}\times0.11673=0.0560 .$$

The direct many-body average gives the same value, and gives zero without bias.

The even electrons by themselves have the initial occupation

$$\langle e^\dagger e\rangle=\frac{|V_L|^2f_L+|V_R|^2f_R}{V^2}.$$

The initial lead state is one of independent electrons, uncorrelated with the level, so the average of any product of even operators factorises into pair averages; these vanish between different $k$ or $\sigma$, which leaves only the occupations above. Since $d(t)$ involves no odd operator, the level evolves as if coupled to one channel with this distribution. In general the distribution is not a Fermi function with one temperature and one chemical potential, so an equilibrium one-channel calculation does not describe it.

The current needs more than the even occupations. Using $[c_L^\dagger,n_L]=-c_L^\dagger$ and $[c_L,n_L]=c_L$, the rate of change of the left electron number is

$$\frac{dN_L}{dt}=\frac{i}{\hbar}[H,N_L]=\frac{i}{\hbar}\sum_{k\sigma}\left(V_{Lk}^*d_\sigma^\dagger c_{Lk\sigma}-V_{Lk}c_{Lk\sigma}^\dagger d_\sigma\right).$$

For one pair,

$$V_L^*c_L=\frac{|V_L|^2e-V_L^*V_R^*o}{V}.$$

The current operator thus contains $d^\dagger o$. In equilibrium $\langle d^\dagger o\rangle=0$, because the density matrix conserves the odd number. Under bias the correlation between $e$ and $o$ in the initial state can make this term contribute. An odd electron never tunnels to the level, yet it is needed to say in which lead an electron is. This does not enlarge the many-body calculation. The odd operator is free, $o(t)=e^{-i\varepsilon_kt/\hbar}o$, and $d^\dagger(t)$ is built from $d$ and $e$ operators alone. In the factorisation into pair averages, $o$ can pair only with an $e^\dagger$ of the same $k$ and spin, and removing that factor with its sign is the anticommutator with $e$. Hence $\langle d^\dagger(t)o(t)\rangle=e^{-i\varepsilon_kt/\hbar}\langle e^\dagger o\rangle\langle\{d^\dagger(t),e\}\rangle$, where the last factor is a one-channel average taken with the even occupations above. The extra input is the separate couplings and the number $\langle e^\dagger o\rangle$.

### Continuous leads with different bands

For continuous spectra the label $k$ is not essential; states can be paired by energy. Define the coupling strength of each lead by

$$\Gamma_\alpha(\varepsilon)=2\pi\sum_k|V_{\alpha k}|^2\delta(\varepsilon-\varepsilon_{\alpha k}),$$

where the sum becomes an integral in the continuum. At each energy where $\Gamma_\alpha>0$, set $v_\alpha(\varepsilon)=\sqrt{\Gamma_\alpha(\varepsilon)/2\pi}$ and

$$c_\alpha(\varepsilon)=\frac{1}{v_\alpha(\varepsilon)}\sum_kV_{\alpha k}^*\,\delta(\varepsilon-\varepsilon_{\alpha k})\,c_{\alpha k}.$$

Its anticommutator is

$$\{c_\alpha(\varepsilon),c_\alpha^\dagger(\varepsilon')\}=\frac{\delta(\varepsilon-\varepsilon')}{v_\alpha^2(\varepsilon)}\sum_k|V_{\alpha k}|^2\delta(\varepsilon-\varepsilon_{\alpha k})=\delta(\varepsilon-\varepsilon').$$

The tunnelling term becomes $\int d\varepsilon\,v_\alpha(\varepsilon)c_\alpha^\dagger(\varepsilon)d$ plus its conjugate. Other combinations in the same lead at the same energy are free, by the argument used for $o$: they are absent from tunnelling, and the lead energy is the same for all of them.

At each energy reached by at least one lead, form

$$e(\varepsilon)=\frac{v_L(\varepsilon)c_L(\varepsilon)+v_R(\varepsilon)c_R(\varepsilon)}{v(\varepsilon)},\qquad v^2=v_L^2+v_R^2 .$$

The single channel then has

$$\Gamma(\varepsilon)=2\pi v^2(\varepsilon)=\Gamma_L(\varepsilon)+\Gamma_R(\varepsilon).$$

If one lead has no states at that energy, the other lead alone supplies the channel. In equilibrium the level of an interacting model is again described by one channel, because the rotation leaves $U$ unchanged.

For a numerical case, take two semi-infinite chains with nearest-neighbour amplitude $-t$, coupled to the level at their first site with amplitude $v_0$. Their states are $\sqrt{2/\pi}\sin(kj)$ with $0<k<\pi$ and $\varepsilon=-2t\cos k$. The tunnelling amplitude is $v_0\sqrt{2/\pi}\sin k$, and $d\varepsilon/dk=2t\sin k$, so

$$\Gamma(\varepsilon)=2\pi\frac{v_0^2(2/\pi)\sin^2k}{2t\sin k}=\frac{2v_0^2\sin k}{t}=\frac{v_0^2\sqrt{4t^2-\varepsilon^2}}{t^2}.$$

With $t=1.00$, $v_0=0.30$ meV on the left and $t=0.60$, $v_0=0.40$ meV on the right, the values at zero energy are $2(0.30)^2/1.00=0.180$ meV and $2(0.40)^2/0.60=0.533$ meV. Their sum is $0.713$ meV. Between $1.20$ and $2.00$ meV in $|\varepsilon|$, the left chain alone has states.

At $U=0$ the equations for the amplitudes $G$ on the level and $G_k$ on the lead states are

$$(z-\varepsilon_d)G-\sum_kV_k^*G_k=1,\qquad(z-\varepsilon_k)G_k=V_kG .$$

Here $k$ runs over the states of both leads. Eliminating $G_k$ and collecting states by energy gives

$$G(z)=\left[z-\varepsilon_d-\int\frac{d\varepsilon}{2\pi}\frac{\Gamma_L(\varepsilon)+\Gamma_R(\varepsilon)}{z-\varepsilon}\right]^{-1}.$$

For $\varepsilon_d=0.10$ meV and $z=0.3+0.1i$ meV, this integral and a direct calculation with 300 sites in each chain both give $G=0.652-2.177i$ meV$^{-1}$. This checks the sum of the two couplings at $U=0$.

### How one phase shift gives transmission

Now take identical chains, with amplitudes $V_L,V_R$ from the level to their end sites. The same rotation can be made at every site, since the hopping is identical in both chains. This gives one even chain attached to the level and one odd chain that is cut off from it.

A cut chain turns an incoming wave $e^{-ikj}$ into $-e^{ikj}$, because the wave must vanish at the fictitious site $j=0$. Let $S$ denote the scattering matrix with this common minus sign removed. The odd chain then has $S=1$. If an electron in the even chain is reflected with its energy and spin unchanged, and the rest of the system is left in its initial state, flux conservation gives it a phase factor $e^{2i\delta}$.

The even state is created by $(V_Lc_L^\dagger+V_Rc_R^\dagger)/V$, so its amplitudes in the two leads form the vector $u=(V_L,V_R)/V$. The projector on the odd state is $1-uu^\dagger$. Therefore

$$S=e^{2i\delta}uu^\dagger+(1-uu^\dagger),\qquad
S_{\alpha\beta}=\delta_{\alpha\beta}+(e^{2i\delta}-1)\frac{V_\alpha V_\beta^*}{V^2}.$$

Since $|e^{2i\delta}-1|^2=4\sin^2\delta$, the transmission from left to right is

$$T=|S_{RL}|^2=\frac{4|V_L|^2|V_R|^2}{V^4}\sin^2\delta .$$

The one-channel problem supplies $\delta$. The prefactor requires the separate couplings, which must be retained after the rotation. It equals one for $|V_L|=|V_R|$ and tends to zero when one lead is nearly disconnected. An interacting level obeys this formula only where the condition above holds: the electron keeps its energy and spin, and the rest of the system is unchanged. If energy is lost, or if spin is exchanged with the level even at unchanged energy, a single real phase shift does not describe the even channel.

At $U=0$ the phase follows from wave matching. On the even chain let $\psi_j=ae^{-ikj}+be^{ikj}$, and let $\varphi$ be the amplitude on the level. The equations at the first site and at the level are

$$-t(a+b)=V\varphi,\qquad(\varepsilon-\varepsilon_d)\varphi=V(ae^{-ik}+be^{ik}).$$

Eliminating $\varphi$, with $g=V^2/t$, gives

$$e^{2i\delta}=-\frac ba=\frac{X-iY}{X+iY},\quad X=\varepsilon-\varepsilon_d+g\cos k,\quad Y=g\sin k,$$

and hence $\sin^2\delta=Y^2/(X^2+Y^2)$.

Take $t=1.00$, $|V_L|=0.30$, $|V_R|=0.40$, $\varepsilon_d=0.10$ and $\varepsilon=0$, all in meV. Then $V=0.50$ meV, $k=\pi/2$, $X=-0.10$ meV and $Y=0.25$ meV. The result is

$$\sin^2\delta=\frac{0.0625}{0.0100+0.0625}=0.862,\qquad\delta=1.190\ \text{rad}.$$

The coupling factor is $4(0.30)^2(0.40)^2/(0.50)^4=0.922$, so

$$T=0.9216\times0.86207=0.794 .$$

Matching waves in both original leads, without the rotation, gives the same transmission. Here the unequal couplings reduce $T$ by about 8 per cent relative to equal couplings with the same $V$ and phase shift. The one-channel calculation alone would not reveal that reduction.

## Table of computed values

```
INTERACTING LEVEL, TWO STATES PER LEAD
level energy = -0.70 meV, U = 2.00 meV, kT = 0.10 meV
state 1: energy = -0.50 meV, V = 0.5000 meV
  |VL| = 0.30 meV, |VR| = 0.40 meV
  phase of VL = 0.00 rad, phase of VR = 0.60 rad
state 2: energy = 0.40 meV, V = 0.2500 meV
  |VL| = 0.20 meV, |VR| = 0.15 meV
  phase of VL = 0.00 rad, phase of VR = -0.90 rad
Fock dimensions: two-lead 1024, one-channel 64, odd 16
largest spectrum difference = 4.4e-15 meV
lowest energy: two-lead -2.965245 meV
lowest energy: one-channel -1.965245 meV, odd -1.000000 meV
ln Z: two-lead 30.637245, one-channel 20.587515, odd 10.049731
occupation: two-lead 0.867758, one-channel 0.867758
double occupation: two-lead 0.061296, one-channel 0.061296
Green function at z = 0.2+0.1j meV:
  two-lead    0.669971-1.162828j 1/meV
  one-channel 0.669971-1.162828j 1/meV
WHERE THE SEPARATION FAILS
even-odd mixing, paired energies = 1.5e-16 meV
right state 1 raised by 0.10 meV: mixing = 0.048000 meV, formula 0.048000 meV
bias: muL = 0.20 meV, muR = -0.20 meV; state 2 occupations fL = 0.119203, fR = 0.002473
|<e^dagger o>| of state 2: no bias 0.0e+00, bias 0.056031, formula 0.056031
UNEQUAL LEADS, U = 0
chain hoppings 1.00 and 0.60 meV, couplings 0.30 and 0.40 meV, level 0.10 meV, 300 sites per lead
GammaL(0) = 0.180000 meV, GammaR(0) = 0.533333 meV
Green function at z = 0.3+0.1j meV:
  two chains  0.651767-2.176812j 1/meV
  one channel 0.651767-2.176812j 1/meV
SCATTERING, IDENTICAL CHAINS, U = 0
hopping 1.00 meV, |VL| = 0.30 meV, |VR| = 0.40 meV, V = 0.50 meV
level = 0.10 meV, electron energy = 0.00 meV
one-channel phase shift = 1.190290 rad, sin^2 = 0.862069
coupling factor 4|VL VR|^2/V^4 = 0.921600
transmission: two-lead matching 0.794483, one-channel formula 0.794483
```
